# Peak reflectivity of a lossless Bragg multilayer at weak contrast

## Result and setting

A lossless periodic multilayer of thickness $L$, lit at its first-order Bragg condition, where one period is half a wavelength along the normal, has in that reflection band the peak reflectivity

$$R=\tanh^2(\kappa L),\qquad \kappa=\frac{|V_1|}{2q}, \tag{1}$$

where $q$ is the root-mean-square wavenumber normal to the layers and $V_1$ is the first Fourier coefficient of the modulation defined below. The media in front and behind are taken to have the mean permittivity of the mirror, so that its outer surfaces add no reflection of their own at leading order. This is a leading-order law: it holds as the contrast goes to zero, with $\kappa L$ and the shape of the profile fixed and $V_1\ne0$. It is derived here first from coupled waves, for a general weak profile, and then from a quarter-wave stack solved at any contrast.

Atomic units are used in the algebra, so the vacuum wavenumber is $k_0=\alpha\omega$, with $\alpha$ the fine-structure constant. The time factor is $e^{-i\omega t}$, and $e^{iqz}$ travels forward, into the mirror. The materials are nonmagnetic with real permittivity $\varepsilon(z)$ of period $\Lambda$, and $L=N\Lambda$. The light is s polarized: the electric field is $E(z)e^{ik_xx}$ along $y$. It does not depend on $y$, so its divergence vanishes and Maxwell's equations give $-\nabla^2E_y=k_0^2\varepsilon E_y$. With $\bar\varepsilon$ the mean of $\varepsilon$ over a period,

$$E''+[q^2+V(z)]E=0,\quad q^2=k_0^2\bar\varepsilon-k_x^2>0,\quad V=k_0^2(\varepsilon-\bar\varepsilon). \tag{2}$$

The tangential magnetic field is proportional to $E'$, so $E$ and $E'$ are continuous. We expand $V=\sum_mV_me^{imGz}$ with $G=2\pi/\Lambda$. Then $V_0=0$, and $V_{-m}=V_m^*$ because $V$ is real. For the first derivation the media in front and behind both have permittivity $\bar\varepsilon$.

## First derivation: coupled waves

**Exact amplitudes.** Two functions $a$ and $b$ are defined by the two conditions

$$E=ae^{iqz}+be^{-iqz},\qquad E'=iq\,(ae^{iqz}-be^{-iqz}).$$

Differentiating the first and comparing with the second gives $a'e^{iqz}+b'e^{-iqz}=0$. Differentiating the second gives $E''=iq(a'e^{iqz}-b'e^{-iqz})-q^2E$, so (2) requires $iq(a'e^{iqz}-b'e^{-iqz})=-VE$. Eliminating $b'$ leaves $2iq\,a'e^{iqz}=-VE$. Since $-1/(2i)=i/2$,

$$a'=\frac{iV}{2q}(a+be^{-2iqz}),\qquad b'=-\frac{iV}{2q}(ae^{2iqz}+b). \tag{3}$$

Nothing has been neglected. Outside the mirror $V=0$ and the amplitudes are constant, so the boundary conditions are $a(0)=1$ and $b(L)=0$, and the reflection amplitude is $r=b(0)$.

Equation (3) also gives the energy balance:

$$\frac{d}{dz}(|a|^2-|b|^2)=2\,\mathrm{Re}\left[\frac{iV}{2q}|E|^2\right]=-\frac{\mathrm{Im}V}{q}|E|^2. \tag{4}$$

For real $V$ the right side is zero, and $1-R=|a(L)|^2=T$.

**Averaging.** Let $2q=G$. In (3) the modulation appears as $V$, $Ve^{-iGz}$ and $Ve^{iGz}$, whose averages over a period are $0$, $V_1$ and $V_1^*$. Let $\epsilon=\max|V|/q^2$ measure the contrast. Over one period $a$ and $b$ change by order $\epsilon$, so replacing the coefficients by their averages makes an error of order $\epsilon^2$ per period. For a fixed profile shape with $V_1\ne0$, $\kappa/q$ is proportional to $\epsilon$. There are then of order $1/\epsilon$ periods when $\kappa L$ is fixed, so the total error is at most of order $\epsilon$. With $K=V_1/(2q)$ and $|K|=\kappa$,

$$a'=iKb,\qquad b'=-iK^*a. \tag{5}$$

Hence $a''=iKb'=\kappa^2a$. The condition $b(L)=0$ means $a'(L)=0$, so

$$a=\frac{\cosh\kappa(L-z)}{\cosh\kappa L},\qquad b=\frac{a'}{iK}=\frac{iK^*}{\kappa}\,\frac{\sinh\kappa(L-z)}{\cosh\kappa L},$$

where $1/K=K^*/\kappa^2$ was used. At $z=0$ this gives $r=i(K^*/\kappa)\tanh\kappa L$, and (1) follows.

For $\kappa L\ll1$, $R\approx(\kappa L)^2$: the periods reflect in phase and their amplitudes, each $\kappa\Lambda$, add up. For $\kappa L\gg1$, $1-R=1/\cosh^2\kappa L\approx4e^{-2\kappa L}$: the wave decays into the stack, and little reaches the back.

**Why this is the peak.** Off resonance put $\delta=q-G/2$. The surviving terms of (3) are $a'=iKbe^{-2i\delta z}$ and $b'=-iK^*ae^{2i\delta z}$. Setting $a=Ae^{-i\delta z}$ and $b=Be^{i\delta z}$ removes the exponentials:

$$A'=i\delta A+iKB,\qquad B'=-i\delta B-iK^*A.$$

Differentiating the second equation and inserting both, the terms in $\delta K^*A$ cancel and $B''=s^2B$ with $s^2=\kappa^2-\delta^2$. Since $B(L)=0$, $B=C\sinh s(L-z)$. At the back face $B'(L)=-Cs=-iK^*A(L)$, so $T=|A(L)|^2=|Cs|^2/\kappa^2$, while $R=|C\sinh sL|^2$. These equations also conserve $|A|^2-|B|^2$, hence $R+T=1$ and

$$\frac1R-1=\frac TR=\frac{s^2}{\kappa^2\sinh^2sL}. \tag{6}$$

This is valid for imaginary $s$ too, where numerator and denominator are both negative. For $s^2\ge0$ the series of $\sinh(sL)/(sL)$ has positive coefficients, so it grows with $s^2$ from the value 1. For $s^2<0$ the function is $\sin x/x$ with $x=|s|L$, and its magnitude is below 1. At fixed $\kappa$, $R$ is therefore largest where $s^2$ is largest, at $\delta=0$. This is the maximum of the first-order band. The bands near $2q=mG$ are governed by $V_m$ in place of $V_1$ and, depending on the profile, may reflect more or less strongly.

**Two layers per period.** Let $q_H$ and $q_L$ be the normal wavenumbers in the high- and low-index layers, $q_j^2=k_0^2\varepsilon_j-k_x^2$, and let the high-index layer fill a fraction $f$ of the period. A constant does not contribute to $V_1$, so

$$|V_1|=\frac{q_H^2-q_L^2}{\Lambda}\left|\int_0^{f\Lambda}e^{-iGz}dz\right|=\frac{q_H^2-q_L^2}{\pi}\sin\pi f.$$

At the Bragg condition $\Lambda=\pi/q$, and

$$\kappa\Lambda=\frac{q_H^2-q_L^2}{2q^2}\sin\pi f. \tag{7}$$

## Second derivation: a quarter-wave stack

Now let each layer satisfy $q_jd_j=\pi/2$. The contrast may be large, and the outer media have arbitrary real normal wavenumbers $q_0$ in front and $q_s$ behind. We follow the ratio $Y=E'/(iE)$. Across a uniform layer,

$$E_{\rm out}=E_{\rm in}\cos q_jd_j+\frac{E'_{\rm in}}{q_j}\sin q_jd_j,\qquad E'_{\rm out}=-q_jE_{\rm in}\sin q_jd_j+E'_{\rm in}\cos q_jd_j.$$

For a quarter wave these become $E_{\rm out}=E'_{\rm in}/q_j$ and $E'_{\rm out}=-q_jE_{\rm in}$. Therefore

$$Y_{\rm out}=\frac{-q_j^2E_{\rm in}}{iE'_{\rm in}}=\frac{-q_j^2}{i\cdot iY_{\rm in}}=\frac{q_j^2}{Y_{\rm in}}.$$

Behind the stack there is one outgoing wave, so $Y=q_s$. Let the high-index layer come first in each pair. Going back through a low-index layer turns $Y$ into $q_L^2/Y$, and the high-index layer then turns this into $(q_H/q_L)^2Y$. After $N$ pairs the front value is $Y_0=(q_H/q_L)^{2N}q_s$.

In front, $E=1+r$ and $E'=iq_0(1-r)$, so $Y_0=q_0(1-r)/(1+r)$ and $r=(q_0-Y_0)/(q_0+Y_0)$. Writing $Y_0/q_0=e^{2x}$ gives $r=-\tanh x$, so

$$R=\tanh^2\left[N\ln\frac{q_H}{q_L}+\frac12\ln\frac{q_s}{q_0}\right]. \tag{8}$$

If the low-index layer comes first, $q_H/q_L$ is inverted, which amounts to changing the sign of the second term. For equal outer media that term vanishes, and $R=\tanh^2(Nu)$ with $u=\ln(q_H/q_L)$, at any contrast. The hyperbolic tangent appears because every pair multiplies $Y$ by the same factor, so its logarithm grows in equal steps.

**Return to $\kappa$.** The thicknesses $\pi/(2q_H)$ and $\pi/(2q_L)$ give $f=q_L/(q_H+q_L)$. The mean square wavenumber is

$$q^2=fq_H^2+(1-f)q_L^2=\frac{q_Lq_H^2+q_Hq_L^2}{q_H+q_L}=q_Hq_L.$$

So $q_H=qe^{u/2}$ and $q_L=qe^{-u/2}$, and

$$\Lambda=\frac{\pi}{2}\,\frac{q_H+q_L}{q_Hq_L}=\frac{\pi}{q}\cosh\frac u2,\qquad \frac G2=\frac{\pi}{\Lambda}=\frac{q}{\cosh(u/2)}.$$

The mismatch is $\delta=q-G/2\approx qu^2/8$. It is small compared with $\kappa\approx qu/\pi$, so the Bragg condition is met at leading order. With $q_H^2-q_L^2=2q^2\sinh u$,

$$\kappa\Lambda=\frac{|V_1|\Lambda}{2q}=\sinh u\,\cosh\frac u2\,\sin\pi f=u+O(u^3),$$

because $f=1/(1+e^u)=\tfrac12-\tfrac u4+\dots$ makes $\sin\pi f=1+O(u^2)$. Thus $Nu\to\kappa L$, and (1) is recovered.

## What each derivation assumes

Both need real permittivity and s polarization as written. The coupled-wave route allows any weak periodic profile whose $V_1$ is not small compared with its other harmonics, and it yields the response off resonance, but it averages and it takes outer media equal to the mean medium. The quarter-wave route needs no averaging and no weak contrast, and it includes surface mismatch. It is restricted to one layer design and one photon energy, and does not by itself show that this energy is the peak.

The averaging error can be made explicit. At $2q=G$ write (3) as $y'=Fy$ for $y=(a,b)$, with $v=V/(2q)$ and

$$F=iv\begin{pmatrix}1&e^{-iGz}\\-e^{iGz}&-1\end{pmatrix}.$$

The logarithm of the matrix for one period is, to second order in contrast, $\int F\,dz+\frac12\iint_{z>z'}[F(z),F(z')]\,dz'dz$. The upper right element of half the commutator is $v(z)v(z')(e^{-iGz}-e^{-iGz'})$. Let $P(z)=\int_0^zv$, so that $P(\Lambda)=0$. The double integral then becomes

$$2\int_0^\Lambda vPe^{-iGz}dz=\int_0^\Lambda(P^2)'e^{-iGz}dz=iG\int_0^\Lambda P^2e^{-iGz}dz.$$

So $v_1=K$ is replaced by $v_1+G(P^2)_1$, the subscript denoting the first Fourier coefficient. Split $P$ into its mean $p$ and a part with coefficients $v_m/(imG)$. The cross term contributes $-2ipv_1$, which turns the phase of $v_1$ but changes its magnitude at second order. What remains is the relative change

$$\frac{\Delta\kappa}{\kappa}=\mathrm{Re}\sum_{m\ne0,1}\frac{v_mv_{1-m}}{G\,m(m-1)\,v_1}, \tag{9}$$

where the real part is taken because an imaginary part only turns the phase of $v_1$ at this order. For a two-layer cell the sum is real. The diagonal elements act as a detuning of order $\epsilon\kappa$, which enters (6) squared. The first-order error of $R$ thus comes only from the change of $\kappa$ in (9). For equal thicknesses, $f=1/2$, every $v_m$ with even $m$ vanishes. One of $m$ and $1-m$ is even, so the sum is zero and the error of $R$ is second order.

The tests bear this out. For equal layers at $\kappa L=3$, halving the contrast reduced the relative error of $(1-R)/R$ from $1.61\times10^{-3}$ to $4.02\times10^{-4}$, a factor of 4.01. For $f=0.3$ and $(q_H^2-q_L^2)/q^2=0.02$, (9) gives $\Delta\kappa/\kappa=7.93\times10^{-4}$. Since $(1-R)/R=1/\sinh^2\kappa L$, its relative change should be $-2\kappa L\coth(\kappa L)\,\Delta\kappa/\kappa=-3.91\times10^{-3}$ at $\kappa L=2.427$. The wave equation gives $-3.90\times10^{-3}$.

## A model mask mirror

Masks for extreme-ultraviolet lithography work in reflection and use a periodic multilayer as their mirror. Absorption is left out at first and added at the end. Take round model parameters: photon energy 92 eV, vacuum angle 6° from the normal, and layers of equal thickness with indices 1.00 and 0.92, independent of energy, the high-index layer first unless stated otherwise. Roughness, mixing at the interfaces and a capping layer are left out. The values below are collected in the numerical output.

The normal wavenumbers are $q_H=0.046368$, $q_L=0.042616$ and $q=0.044531$ Å$^{-1}$. The period is $\pi/q=70.55$ Å (133.3 bohr), and (7) gives

$$\kappa\Lambda=\frac{0.046368^2-0.042616^2}{2\times0.044531^2}=0.0842.$$

Dividing by the period, $\kappa=1.193\times10^{-3}$ Å$^{-1}$ ($6.315\times10^{-4}$ bohr$^{-1}$), so the amplitude decays over $1/\kappa=838$ Å, about twelve periods.

Ten periods give $\kappa L=0.842$ and $R=0.4717$; forty give $\kappa L=3.367$ and $R=0.9953$. The wave equation, solved without averaging, agrees with (1) to better than $10^{-4}$ in $R$ in both cases. The phase of $r$ is less accurate: for ten periods the wave equation gives $r=-0.686-0.030i$, and the averaged equations give $-0.687$. This is the first-order phase error allowed by the analysis above.

For $R=0.99$ one needs $\kappa L=\operatorname{artanh}\sqrt{0.99}=2.993$, or $2.993/0.08419=35.6$ periods, hence 36. The wave equation gives 0.9907 for 36 periods and 0.9890 for 35.

With forty periods the computed maximum lies at 92.08 eV, slightly above the nominal Bragg energy. Off the peak, (6) is less accurate than (1): for ten periods its largest error in $R$ within 4 % of the nominal energy is 0.017.

**Vacuum in front.** Put vacuum in front of a ten-pair quarter-wave stack, and behind it the mean medium of the equal-thickness mirror, with $q_s=0.044531$ Å$^{-1}$. Then $\frac12\ln(q_s/q_0)=-0.0202$, and (8) gives $R=0.458$ with the high-index layer first and $0.488$ with the low-index layer first, against 0.473 between equal media. In this model the high-index layer has the index of vacuum, so when it comes first the front surface does not reflect. For a thick stack $1-R\approx4e^{-2x}$, and the same shift changes $1-R$ by about 4 % of its value.

**Absorption.** Let the low-index layers absorb, and keep $q$ at its real, lossless value. Then $V=k_0^2\varepsilon-k_x^2-q^2$ has $\mathrm{Im}V=k_0^2\,\mathrm{Im}\,\varepsilon>0$ in those layers. Equation (4) still holds, and shows that energy is lost wherever the field is present in them. The field must enter the stack to be reflected, so for fixed layer thicknesses adding periods at the back cannot remove this loss. With an imaginary index of 0.006 in the low-index layers, the equal-thickness mirror between mean media, with the high-index layer first, gives at 92 eV $R=0.800$ for forty periods and $0.803$ for eighty. These are not the maxima: with loss the peak moves to a lower energy and is somewhat higher, and $R$ depends slightly on which layer comes first. For a fixed layer design, the approach to unity in (1) is a property of the lossless model. The high-index layers are kept lossless here, so thinner absorbing layers and more periods would raise $R$ further. In a real mask mirror both materials absorb, which lowers $R$ below these values.

## Table of computed values

```
photon energy: 92.0 eV
vacuum angle from normal: 6.0 deg
layer indices: 1.00 and 0.92
mean permittivity: 0.9232
vacuum wavenumber k0: 0.046623 1/angstrom
normal wavenumber, high layer qH: 0.046368 1/angstrom
normal wavenumber, low layer qL: 0.042616 1/angstrom
mean normal wavenumber q: 0.044531 1/angstrom
period: 70.548 angstrom = 133.317 bohr
coupling kappa: 1.1933e-03 1/angstrom = 6.3147e-04 1/bohr
kappa times period: 0.08419
decay length 1/kappa: 838.0 angstrom
N=5: kappa L=0.4209, tanh^2=0.158174, wave eq.=0.158215
N=10: kappa L=0.8419, tanh^2=0.471679, wave eq.=0.471725
N=20: kappa L=1.6837, tanh^2=0.871125, wave eq.=0.871097
N=40: kappa L=3.3674, tanh^2=0.995256, wave eq.=0.995249
N=10 amplitude, wave equation: -0.68618-0.02979j
N=10 amplitude, averaged equations: -0.68679+0.00000j
N=10 largest error of detuned formula within 4 percent: 0.0174
N=40 true peak: 92.081 eV, reflectivity 0.995262
periods for R of 0.99: 36 (wave eq. 0.99071)
one period fewer: 0.98901
quarter-wave N=10: R=0.473128
quarter-wave N=40: R=0.995331
ln(qH/qL): 0.08438
half log of outer ratio, (1/2)ln(q/q_vac): -0.02021
quarter-wave N=10, vacuum front, high layer first: 0.45839
quarter-wave N=10, vacuum front, low layer first: 0.48768
equal layers, kappa L=3.000: error of (1-R)/R 1.610e-03
same kappa L, half the contrast: 4.016e-04, ratio 4.008
high fraction 0.3, contrast 0.02, N=300: kappa L=2.4271
relative change of kappa, second-order Magnus: 7.9325e-04
error of (1-R)/R: found -3.8956e-03, predicted -3.9110e-03
imaginary index in low layer: 0.006
with absorption: R=0.8001 at N=40, R=0.8030 at N=80
```
